# Out-of-plane strain of a coherent (001) cubic film, part 2

A cubic film with relaxed lattice constant $a_f$ lies on a (001) substrate with lattice constant $a_s$. How does its vertical edge relax, compared with keeping its unstrained length or keeping the cell volume? The axes $x,y,z$ are the cube axes, with $z$ along the normal. Strains $\varepsilon_{ij}$ are measured from the relaxed film, and an off-diagonal component is half the change of an angle. Tension is positive in the stress $\sigma_{ij}$, and $w$ is the elastic energy per volume. The in-plane strain is $e=(a_s-a_f)/a_f$, $C_{11},C_{12},C_{44}$ are the film's elastic constants, and $r=C_{12}/C_{11}$.

The assumptions are coherence, linear cubic elasticity, lateral uniformity, equilibrium and a free surface. The theorem states, to first order in $e$,

$$\boxed{\;\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,e,\qquad \varepsilon_{xz}=\varepsilon_{yz}=0\;}$$

with $\varepsilon_{xx}=\varepsilon_{yy}=e$, $\varepsilon_{xy}=0$ and vertical lattice constant $c=a_f(1+\varepsilon_{zz})$.

Lemma 2 gives, with its copies for the other axes,

$$\sigma_{zz}=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy}),$$
$$\sigma_{xz}=2C_{44}\varepsilon_{xz},\qquad \sigma_{yz}=2C_{44}\varepsilon_{yz}.$$

Lemma 3, by balancing the forces on a block, gives $\sigma_{xz}=\sigma_{yz}=\sigma_{zz}=0$ at every height.

Lemma 4 gives the stability conditions

$$C_{11}+2C_{12}>0,\qquad C_{11}-C_{12}>0,\qquad C_{44}>0,$$

hence $C_{11}>0$, and for diagonal strains the energy density

$$w=\tfrac12C_{11}(\varepsilon_{xx}^2+\varepsilon_{yy}^2+\varepsilon_{zz}^2)$$
$$\quad+C_{12}(\varepsilon_{xx}\varepsilon_{yy}+\varepsilon_{yy}\varepsilon_{zz}+\varepsilon_{zz}\varepsilon_{xx}).$$

A pressure $p$ on the surface, at fixed $a_s$, gives

$$\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}e-\frac{p}{C_{11}}.$$

The worked example uses $a_f=0.545$ nm, $a_s=0.550$ nm, $C_{11}=160$ GPa, $C_{12}=60$ GPa, $C_{44}=80$ GPa and the valley deformation potential $\Xi_u=9$ eV.

The proof that follows is that of **Proposition 1: energy and remaining stress**:

*The strain of the theorem minimizes the elastic energy at fixed $e$. The relaxed film has*

$$\sigma_{xx}=\sigma_{yy}=Me,\qquad w=Me^2,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}.$$

**Proof.** Put $\varepsilon_{xx}=\varepsilon_{yy}=e$ into the energy density. The squares add up to $2e^2+\varepsilon_{zz}^2$, and the products to $e^2+2e\,\varepsilon_{zz}$. Hence

$$w=C_{11}\left(e^2+\tfrac12\varepsilon_{zz}^2\right)+C_{12}\left(e^2+2e\,\varepsilon_{zz}\right).$$

Collect the terms with $\varepsilon_{zz}$ and complete the square:

$$\tfrac12C_{11}\varepsilon_{zz}^2+2C_{12}e\,\varepsilon_{zz}=\tfrac12C_{11}(\varepsilon_{zz}+2re)^2-2C_{11}r^2e^2.$$

The last term equals $-2(C_{12}^2/C_{11})e^2$. Together with $(C_{11}+C_{12})e^2$ it gives

$$w=Me^2+\tfrac12C_{11}(\varepsilon_{zz}+2re)^2.$$

A lean of the cell would add the energy $2C_{44}(\varepsilon_{xz}^2+\varepsilon_{yz}^2)$, which is positive because $C_{44}>0$, so there is no lean at the minimum. Since $C_{11}>0$, the minimum lies at $\varepsilon_{zz}=-2re$, and its value is $Me^2$. The in-plane stress is

$$\sigma_{xx}=C_{11}e+C_{12}(e+\varepsilon_{zz})=(C_{11}+C_{12}-2C_{12}r)e=Me,$$

and $\sigma_{yy}$ is the same by symmetry. $\square$

The energy is $Me^2$ without a factor $\tfrac12$, because two stresses, each equal to $Me$, contribute $\tfrac12Me\cdot e$ apiece. The proposition also gives a practical route for calculations that yield total energies: fix the horizontal edges of the cell and minimize the energy with respect to the vertical edge and the positions of the atoms inside the cell. In diamond and zinc-blende crystals, symmetry keeps the atoms at their relative positions under this strain. In some other cubic crystals they shift, and $C_{11}$ and $C_{12}$ must then be the constants that include this shift.

### Proposition 2: bounds and the volume

*For a stable film with $e\neq0$, $-2<\varepsilon_{zz}/e<1$. To first order in $e$, the relative change of volume has the sign of $e$.*

**Proof.** Divide the two stability conditions by $C_{11}>0$. They become $1+2r>0$ and $1-r>0$, so $-\tfrac12<r<1$. Multiplication by $-2$ reverses the inequalities and gives $-2<-2r<1$. To first order, the relative change of volume is the sum of the diagonal strains,

$$\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}=2(1-r)e,$$

and $1-r$ is positive. $\square$

A cell of constant volume would need $\varepsilon_{zz}=-2e$, that is $r=1$. The bound excludes this value. It is approached when a material resists a change of volume far more strongly than a stretch along a cube axis at constant volume (the constant $C_{44}$ plays no part), so that $C_{11}$ and $C_{12}$ are both large compared with their difference. At $r=0$ the vertical edge keeps its relaxed length.

### Remark: the form with Poisson's ratio

Pull a free bar along the cube axis $x$. Its sides carry no stress, and its transverse strains are $-\nu\varepsilon_{xx}$. The condition $\sigma_{yy}=0$ reads

$$C_{12}\varepsilon_{xx}-C_{11}\nu\varepsilon_{xx}-C_{12}\nu\varepsilon_{xx}=0,\qquad \nu=\frac{C_{12}}{C_{11}+C_{12}}.$$

Then $1-\nu=C_{11}/(C_{11}+C_{12})$, so $\nu/(1-\nu)=r$, and the theorem becomes

$$\varepsilon_{zz}=-\frac{2\nu}{1-\nu}\,e.$$

The denominator has a simple origin. Take a stretched film with $\nu>0$. The stress along $y$ shortens it along $x$. A larger stress is therefore needed to reach the strain $e$ than in a bar, and the vertical contraction is larger in proportion.

### Proposition 3: conduction valleys

The effect of strain on a valley is taken from the linear deformation-potential law, which is an input here and is not derived. For a valley in the direction of the unit vector $\mathbf k$, the energy shifts by

$$\Delta E_{\mathbf k}=\Xi_d(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})+\Xi_u\sum_{ij}k_i\varepsilon_{ij}k_j.$$

The constants $\Xi_d$ and $\Xi_u$ are energies that belong to the valley type.

*For valleys on the cube axes, as in silicon, the strained film has*

$$E_z-E_x=\Xi_u(\varepsilon_{zz}-e)=-\Xi_u(1+2r)\,e.$$

*Valleys along the body diagonals, as in germanium, are not split.*

**Proof.** For $\mathbf k$ along $z$ the last sum is $\varepsilon_{zz}$, and for $\mathbf k$ along $x$ or $y$ it is $e$. The term with $\Xi_d$ is common to all valleys and cancels in the difference. Inserting $\varepsilon_{zz}=-2re$ gives the formula. For a body diagonal, $k_x^2=k_y^2=k_z^2=\tfrac13$. The shears vanish, so the sum is $\tfrac13(2e+\varepsilon_{zz})$ for every such valley. $\square$

Since $1+2r>0$ by stability, the sign of the splitting is fixed by $\Xi_u$ and $e$. For $\Xi_u>0$, a film under tension has its two $z$ valleys below the four in-plane valleys. A film under compression has the opposite order. This is the effect of strain alone. In a film only a few nanometres thick, confinement along $z$ also separates the valleys. In silicon it favours the $z$ valleys, whose mass along $z$ is larger, and it can reverse the order expected under compression. The vertical relaxation increases the splitting when $C_{12}>0$, because it makes the cell less cubic.

### Worked example

The film has round model parameters and stands for no particular material: $a_f=0.545$ nm, $a_s=0.550$ nm, $C_{11}=160$ GPa, $C_{12}=60$ GPa, $C_{44}=80$ GPa and $\Xi_u=9$ eV. The misfit strain is

$$e=\frac{0.550-0.545}{0.545}=0.009174=0.9174\,\%.$$

The ratio of the elastic constants is $r=60/160=0.375$, so

$$\varepsilon_{zz}=-2\times0.375\times0.9174\,\%=-0.6881\,\%.$$

The vertical lattice constant is

$$c=0.545\times(1-0.006881)=0.54125\ \text{nm}.$$

To first order, the volume grows by $2\times0.9174\,\%-0.6881\,\%=1.147\,\%$.

For the stress and the energy,

$$M=160+60-\frac{2\times60^2}{160}=220-45=175\ \text{GPa},$$
$$\sigma_{xx}=175\times0.0091743=1.6055\ \text{GPa},$$
$$w=175\times(0.009174)^2=0.01473\ \text{GPa}=14.73\ \text{MJ/m}^3.$$

The valley splitting follows from $\varepsilon_{zz}-e=-0.6881\,\%-0.9174\,\%=-1.6055\,\%$:

$$E_z-E_x=9\ \text{eV}\times(-0.016055)=-0.1445\ \text{eV}=-144.5\ \text{meV}.$$

The $z$ valleys lie lower, as expected for tension and positive $\Xi_u$. The digits shown serve the arithmetic only. The linear theory is uncertain by a relative amount of order $e$, about 1 % here, and dividing the misfit by $a_s$ instead of $a_f$ would already give $-143$ meV.

The other two choices of the vertical edge can now be judged. If the edge keeps its relaxed length, $\varepsilon_{zz}=0$ and the splitting is $-9\times0.009174$ eV, or about $-83$ meV. If the volume is kept to first order, $\varepsilon_{zz}=-1.835\,\%$. The strain difference is then $-2.752\,\%$ and the splitting about $-248$ meV. Relative to the relaxed value, the first choice is too small in magnitude by 43 %, the second too large by 71 %.

The energy formula shows how far these cells are from equilibrium. With $\varepsilon_{zz}=0$ the energy is $(C_{11}+C_{12})e^2=220\,e^2$ in GPa. At constant volume it is

$$175\,e^2+\tfrac12\times160\,(-2+0.75)^2e^2=300\,e^2.$$

Both exceed the relaxed value $175\,e^2$. For these elastic constants the constant-volume cell costs more energy than one that has not relaxed at all.

Poisson's ratio is $\nu=60/220=0.2727$, and $-2\nu/(1-\nu)=-0.750$, in agreement with $-2r$. With $a_s$ held fixed, atmospheric pressure on the surface changes $\varepsilon_{zz}$ by $-6.3\times10^{-7}$. This is about one part in ten thousand of the strain itself, so the surface may be called free in air as well as in vacuum.

### Proposition 4: a (111) film obeys another formula

*If the film normal is a body diagonal and the in-plane strain is $e$ in all directions, the strain along the normal is*

$$\varepsilon_\perp=-\frac{2(C_{11}+2C_{12}-2C_{44})}{C_{11}+2C_{12}+4C_{44}}\,e.$$

**Proof.** Keep the axes $x,y,z$ on the cube edges. The normal is now $\mathbf n=(1,1,1)/\sqrt3$. Try a strain without lean,

$$\varepsilon_{ij}=e\,\delta_{ij}+q\,n_in_j,\qquad q=\varepsilon_\perp-e,\qquad n_in_j=\tfrac13.$$

It equals $e$ in the plane and $e+q=\varepsilon_\perp$ along the normal. Each diagonal strain is $e+q/3$, and each off-diagonal strain is $q/3$. With $K=C_{11}+2C_{12}$ the stresses are

$$\sigma_{xx}=K(e+q/3),\qquad \sigma_{xy}=2C_{44}\,q/3,$$

and the same for the other axes. The force per area on the film plane has three equal components,

$$\sum_j\sigma_{xj}n_j=\frac{1}{\sqrt3}(\sigma_{xx}+2\sigma_{xy})=\frac{1}{\sqrt3}\left[Ke+\frac{(K+4C_{44})q}{3}\right].$$

They vanish together when $q=-3Ke/(K+4C_{44})$. Then

$$\varepsilon_\perp=e+q=\frac{K+4C_{44}-3K}{K+4C_{44}}\,e=-\frac{2(K-2C_{44})}{K+4C_{44}}\,e.$$

This strain meets all conditions of equilibrium. There is no second solution, because the elastic energy is a quadratic function of the stretch and lean of the third edge, and in a stable crystal such a function has a single stationary point. $\square$

In the example $K=280$ GPa, and the ratio is $-2\times120/600=-0.40$ instead of $-0.75$. The same misfit gives $\varepsilon_\perp=-0.367\,\%$. The shear constant enters because stretching a cubic crystal along a body diagonal changes the angles between its cube edges. In diamond and zinc-blende crystals, unlike in the (001) case, this strain can also shift the atoms inside the cell, and $C_{44}$ must then be the constant that includes this shift. A zinc-blende (111) film is also piezoelectric. The formula holds at zero electric field. If the polarization is not screened, a misfit of 1 % can produce a field of order $10^5$ to $10^6$ V/cm along the normal, and the ratio changes by a fraction of a percent up to a few percent. For an elastically isotropic film, $2C_{44}=C_{11}-C_{12}$. The numerator becomes $-6C_{12}$, the denominator $3C_{11}$, and the (001) result returns. Both the ratio for the example and the isotropic case were tested by minimizing the energy of a film with a rotated stiffness tensor.

### Remark: how far the linear formula reaches

At larger strain the vertical stress has quadratic terms. Let $Q(e,\varepsilon_{zz})$ denote them. The condition of a free surface is then

$$C_{11}\varepsilon_{zz}+2C_{12}e+Q(e,\varepsilon_{zz})=0.$$

Put $\varepsilon_{zz}=-2re+s\,e^2$. The terms linear in $e$ cancel. Since $Q$ is quadratic, $Q(e,-2re)=e^2Q(1,-2r)$, and the terms in $e^2$ give $s=-Q(1,-2r)/C_{11}$. The error in the strain is thus quadratic in $e$, and its size is set by $Q$, which $C_{11}$ and $C_{12}$ do not in general determine.

A microscopic model shows this behaviour. It is a face-centred cubic crystal whose atoms repel in pairs and are bound by a many-body attraction, the square root of a sum over neighbours. Its ratio $C_{12}/C_{11}=0.7545$ was found from the energy of the bulk crystal under two deformations, a uniform expansion and a change of shape at constant volume. The theorem then predicts the slope $-1.5089$. Separately, the crystal was stretched in its plane and its vertical spacing was relaxed. The slope at small strain agreed with the prediction, and halving $e$ reduced the remaining error to 0.249 of its value, close to the quarter expected for a quadratic term.

At $e=1\,\%$ the relaxed strain in this model is $-1.522\,\%$, while the linear formula gives $-1.509\,\%$. The linear value is too small in magnitude by 0.8 % of the relaxed one. This figure belongs to the model and does not carry over to other crystals.

### Remark: when the assumptions fail

A flat coherent film is the equilibrium state only up to a critical thickness, which shrinks as the misfit grows. For the misfit of the worked example, the Matthews–Blakeslee estimate is of order 10 nm. Thicker films can stay coherent only as a metastable state, and they may form dislocations or a rough surface. If misfit dislocations have formed, $a_s$ no longer gives the in-plane strain. Where the film is still uniform and equally strained along $x$ and $y$, the theorem applies with the in-plane strain that is actually present. If the two in-plane strains differ, the condition $\sigma_{zz}=0$ gives $\varepsilon_{zz}=-r(\varepsilon_{xx}+\varepsilon_{yy})$.

Near a side wall, or in a narrow ridge, the forces on opposite sides of a block need not cancel, and Lemma 3 loses its basis. A film covered by a thick, stiff layer that is held from outside does not have a free top. A coherent cap that is itself free at the top does no harm, since the stresses on horizontal planes then vanish throughout the stack. The values used in the worked example are listed in the numerical output.

## Numbers as computed

```
Relaxed film lattice constant: 0.545 nm
Substrate lattice constant: 0.550 nm
C11: 160 GPa
C12: 60 GPa
C44: 80 GPa
Valley deformation potential Xi_u: 9.0 eV
In-plane strain: 0.9174 percent
Ratio eps_zz/e, (001): -0.7500
Out-of-plane strain, (001): -0.6881 percent
Vertical lattice constant: 0.54125 nm
Volume strain: 1.1468 percent
Constant-volume estimate of eps_zz: -1.8349 percent
Poisson ratio along cube axes: 0.2727
Biaxial modulus M: 175.0 GPa
In-plane stress: 1.6055 GPa
Residual normal stress: 4.4e-16 GPa
Elastic energy density: 14.729 MJ/m^3
Strain difference eps_zz-e: -1.6055 percent
Valley splitting E_z-E_x: -144.50 meV
Ratio eps_perp/e, (111): -0.4000
Out-of-plane strain, (111): -0.3670 percent
Strain shift from one atmosphere: -6.33e-07 (no unit)
Microscopic model C12/C11: 0.754472
Microscopic predicted ratio: -1.508943
Microscopic relaxed slope: -1.508943
Microscopic error ratio on halving e: 0.2491
Microscopic eps_zz at e=1 percent: -1.5218 percent
Linear eps_zz at e=1 percent: -1.5089 percent
```
